\section*{Born Mobility for Strongly Screened Charged Impurities in Two Dimensions}

\section*{The problem}

Electrons of charge $-e$ move in a layer of zero thickness embedded in a uniform dielectric of permittivity $\varepsilon$. Their band is isotropic and parabolic, $E=\hbar^2k^2/2m$, with total degeneracy $g$ (spin times valley) and areal density $n$. The temperature is far below the Fermi temperature. In the same plane lie static impurities of charge $+Ze$, with areal density $n_i$ and uncorrelated positions. Any further charge needed for neutrality is remote and does not scatter.

Screening is treated as linear and static in the random phase approximation: the electrons respond as independent particles to the total electrostatic potential. Scattering is treated in the Born approximation, within one valley and without spin flips. The question is how the mobility depends on the mass when screening is strong. Fourier transforms are defined by $U(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}U(\mathbf r)$, and $U$ always denotes the potential energy of an electron.

\section*{(a) Density of states and static response}

\textit{Find the density of states $D$ and the Fermi wave number $k_F$. Then find the density $\delta n(q)=-\chi(q)U(q)$ induced by a weak static potential at zero temperature.}

\textbf{Solution.} Each of the $g$ species has $d^2k/(2\pi)^2$ states per unit area. With $d^2k=2\pi k\,dk$ and $k\,dk=m\,dE/\hbar^2$,
\begin{equation}
D=\frac{gm}{2\pi\hbar^2},\qquad n=g\frac{\pi k_F^2}{4\pi^2}=\frac{gk_F^2}{4\pi},\qquad k_F=\sqrt{\frac{4\pi n}{g}} .
\end{equation}
Since $D$ does not depend on energy, $n=DE_F$.

To first order, the potential mixes into the state $\mathbf k$ the states $\mathbf k\pm\mathbf q$, with amplitudes proportional to $U/(E_k-E_{\mathbf k\pm\mathbf q})$. The interference of these with the original wave gives the density at wave vector $\mathbf q$. Summing over occupied states and reversing $\mathbf k$ in one of the two equal terms,
\begin{equation}
\chi(q)=2g\,\mathcal P\!\!\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\frac{1}{E_{\mathbf k+\mathbf q}-E_k},\qquad
E_{\mathbf k+\mathbf q}-E_k=\frac{\hbar^2}{2m}(q^2+2kq\cos\varphi).
\end{equation}
The principal value $\mathcal P$ is allowed because mixing between two occupied states cancels in pairs.

For the angular integral put $a=q^2$, $b=2kq$ and $t=\tan(\varphi/2)$:
\begin{equation}
I=\mathcal P\!\!\int_0^{2\pi}\frac{d\varphi}{a+b\cos\varphi}
=4\,\mathcal P\!\!\int_0^\infty\frac{dt}{(a+b)+(a-b)t^2}.
\end{equation}
If $q>2k$, then $a>b$ and
\begin{equation}
I=\frac{2\pi}{\sqrt{a^2-b^2}}=\frac{2\pi}{q\sqrt{q^2-4k^2}} .
\end{equation}
If $q<2k$, define $c^2=(a+b)/(b-a)$. The integrand becomes $[(b-a)(c^2-t^2)]^{-1}$, whose antiderivative is proportional to $\ln|(c+t)/(c-t)|$. This vanishes at $t=0$ and as $t\to\infty$, and the contributions on the two sides of the pole cancel. Hence $I=0$.

Electrons with $k>q/2$ therefore contribute nothing. With $K=\min(k_F,q/2)$,
\begin{align}
\chi(q)&=\frac{2g}{4\pi^2}\frac{2m}{\hbar^2}\int_0^K k\,dk\,\frac{2\pi}{q\sqrt{q^2-4k^2}}\nonumber\\
&=\frac{2gm}{\pi\hbar^2q}\,\frac{q-\sqrt{q^2-4K^2}}{4}
=D\left[1-\sqrt{1-\frac{4K^2}{q^2}}\right].
\end{align}
For $q\le2k_F$ the upper limit is $K=q/2$, the root vanishes, and $\chi=D$. For $q>2k_F$ the response is smaller, $\chi=D[1-\sqrt{1-4k_F^2/q^2}]$.

Elastic scattering between two points of the Fermi circle transfers $q=2k_F\sin(\theta/2)\le2k_F$, where $\theta$ is the scattering angle. Within this model the constant response $D$ thus serves for every transfer that limits the mobility, and not just for small $q$.

\section*{(b) The screened impurity}

\textit{Find $U(q)$ for one impurity when $q\le2k_F$, and its limit when screening is strong at all these wave numbers.}

\textbf{Solution.} The transform of $1/r$ is obtained with a factor $e^{-\eta r}$, where $\eta\to0^+$. Doing the radial integral first,
\begin{equation}
\int d^2r\,\frac{e^{-\eta r-i\mathbf q\cdot\mathbf r}}{r}
=\int_0^{2\pi}\frac{d\varphi}{\eta+iq\cos\varphi}
=\int_0^{2\pi}\frac{\eta\,d\varphi}{\eta^2+q^2\cos^2\varphi}
=\frac{2\pi}{\sqrt{q^2+\eta^2}}\to\frac{2\pi}{q}.
\end{equation}
The imaginary part vanished because it is odd in $\cos\varphi$. The repulsion $e^2/(4\pi\varepsilon r)$ between electrons becomes $e^2/(2\varepsilon q)$, and the bare impurity energy becomes $-Ze^2/(2\varepsilon q)$.

The induced electrons repel the test electron, so
\begin{equation}
U=-\frac{Ze^2}{2\varepsilon q}+\frac{e^2}{2\varepsilon q}\delta n
=-\frac{Ze^2}{2\varepsilon q}-\frac{e^2D}{2\varepsilon q}U .
\end{equation}
Collecting the terms in $U$ and multiplying by $q$ gives
\begin{equation}
U(q)=-\frac{Ze^2}{2\varepsilon(q+q_{TF})},\qquad
q_{TF}=\frac{e^2D}{2\varepsilon}=\frac{gme^2}{4\pi\varepsilon\hbar^2}.
\end{equation}
Full screening means $q\ll q_{TF}$ for every $q$ up to $2k_F$. The parameter is
\begin{equation}
s=\frac{2k_F}{q_{TF}}
=\frac{16\pi^{3/2}\varepsilon\hbar^2\sqrt n}{g^{3/2}me^2}\ll1 .
\end{equation}
Then
\begin{equation}
U(q)\to U_0=-\frac{Ze^2}{2\varepsilon q_{TF}}=-\frac ZD=-\frac{2\pi\hbar^2Z}{gm}.
\end{equation}
The permittivity and the squared electronic charge have cancelled. The reason is neutrality: $\delta n=-DU_0=Z$, so the potential is whatever is needed to draw in $Z$ electrons. A heavier band has more states per unit energy and reaches this number with a weaker potential.

\section*{(c) From scattering to mobility}

\textit{Express the mobility through a scattering rate, and evaluate it for the fully screened potential. How does it depend on $m$?}

\textbf{Solution.} In a field $\mathcal E$ along $x$ the force on an electron is $-e\mathcal E$. Write the distribution as $f_0+\delta f$. The linearized Boltzmann equation is
\begin{equation}
-e\mathcal E v_x\frac{\partial f_0}{\partial E}
=\int\frac{d^2k'}{(2\pi)^2}W_{\mathbf k\mathbf k'}(\delta f_{\mathbf k'}-\delta f_{\mathbf k}),
\end{equation}
where Fermi's golden rule gives
\begin{equation}
W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}n_i|U(|\mathbf k-\mathbf k'|)|^2\delta(E_{k'}-E_k).
\end{equation}
The factor $n_i$ arises because, for uncorrelated positions, the interference between different impurities averages to zero.

The drive varies as the cosine of the direction of $\mathbf k$. If that direction is $\alpha$ and the final one is $\alpha+\theta$, then $\cos(\alpha+\theta)-\cos\alpha=-\cos\alpha(1-\cos\theta)-\sin\alpha\sin\theta$. The last term integrates to zero because $W$ is even in $\theta$. The collision term is therefore $-\delta f/\tau$, with
\begin{equation}
\frac1\tau=\frac{2\pi n_i}{\hbar}\int\frac{d^2k'}{(2\pi)^2}|U|^2(1-\cos\theta)\delta(E_{k'}-E_F),
\end{equation}
and $\delta f=e\mathcal E\tau v_x\,\partial f_0/\partial E$. At low temperature $-\partial f_0/\partial E$ is concentrated at $E_F$, and the angular average of $v_x^2$ is $v_F^2/2$. The current density is
\begin{equation}
j=-eg\int\frac{d^2k}{(2\pi)^2}v_x\delta f=e^2D\frac{v_F^2}{2}\tau\mathcal E
=\frac{e^2DE_F\tau}{m}\mathcal E=\frac{ne^2\tau}{m}\mathcal E .
\end{equation}
Dividing the conductivity by $ne$ gives $\mu=e\tau/m$.

For constant $U_0$, use $k'dk'=m\,dE'/\hbar^2$ and $\int_0^{2\pi}(1-\cos\theta)d\theta=2\pi$:
\begin{align}
\frac1{\tau_\infty}&=\frac{2\pi n_iU_0^2}{\hbar}\frac{m}{\hbar^2}\frac{2\pi}{4\pi^2}
=\frac{n_imU_0^2}{\hbar^3}\nonumber\\
&=\frac{n_im}{\hbar^3}\frac{4\pi^2\hbar^4Z^2}{g^2m^2}
=\frac{4\pi^2\hbar Z^2n_i}{g^2m}.
\end{align}
The final states supply one power of $m$, and the squared potential supplies $m^{-2}$. Thus $\tau_\infty\propto m$. This compensates the inertial factor in $\mu=e\tau/m$:
\begin{equation}
\boxed{\mu_\infty=\frac{g^2e}{4\pi^2\hbar Z^2n_i}=\frac{g^2e}{2\pi hZ^2n_i}}
\end{equation}
The Born mobility in the full-screening limit is independent of $m$, and also of $\varepsilon$ and $n$. The comparison is at fixed $g$, $Z$ and $n_i$; a change of valley degeneracy accompanying a change of mass would alter it.

\section*{(d) Incomplete screening}

\textit{Find the correction at small $s$, with a bound, and the mass dependence in the opposite limit.}

\textbf{Solution.} On the Fermi circle put $x=\sin(\theta/2)$, so that $q=2k_Fx$ and $U=U_0/(1+sx)$. Also $1-\cos\theta=2x^2$ and $d\theta=2dx/\sqrt{1-x^2}$ on $0<\theta<\pi$; the other half of the circle doubles the result. Relative to full screening the rate is multiplied by
\begin{align}
F(s)&=\frac1{2\pi}\int_0^{2\pi}\frac{1-\cos\theta}{[1+s\sin(\theta/2)]^2}d\theta\nonumber\\
&=\frac4\pi\int_0^1\frac{x^2\,dx}{\sqrt{1-x^2}(1+sx)^2},
\qquad \mu=\frac{\mu_\infty}{F(s)}.
\end{align}
Since $\int_0^1x^2dx/\sqrt{1-x^2}=\pi/4$, $F(0)=1$.

For $y\ge0$, $(1-2y)(1+y)^2=1-3y^2-2y^3\le1$, hence $1-2y\le(1+y)^{-2}\le1$. Setting $y=sx$ and using $\int_0^1x^3dx/\sqrt{1-x^2}=2/3$,
\begin{equation}
0\le1-F(s)\le\frac4\pi\,2s\,\frac23=\frac{16s}{3\pi}.
\end{equation}
The terms dropped are of order $s^2$, so the upper bound is also the leading correction:
\begin{equation}
\mu=\mu_\infty\left[1+\frac{16s}{3\pi}+O(s^2)\right].
\end{equation}
Because $s\propto1/m$, a lighter band has the higher mobility. The mass independence is a limiting property, not an identity at finite screening.

For $s\to\infty$, consider $s^2F$. Its integrand contains $(sx)^2/(1+sx)^2$, which lies below 1 and tends to 1 for every $x>0$. Therefore
\begin{equation}
s^2F\to\frac4\pi\int_0^1\frac{dx}{\sqrt{1-x^2}}=2,\qquad
\mu\to\frac{s^2}{2}\mu_\infty\propto\frac1{m^2}.
\end{equation}
Here the potential is essentially the bare one, which does not know the mass. The final states give $\tau\propto1/m$, and inertia gives the second inverse power.

Distance from the layer also matters. Outside its source a potential with in-plane wave number $q$ obeys Laplace's equation and decays as $e^{-qz}$. An impurity at height $d$ thus has $U_0$ replaced by $U_0e^{-qd}$ when $q_{TF}$ is large. The boxed formula needs $2k_Fd\ll1$ as well as $s\ll1$.

\section*{(e) A numerical case}

\textit{Take $g=2$, $Z=1$, $\varepsilon=4\varepsilon_0$, $n=10^{15}\,\mathrm{m^{-2}}$ and $n_i=10^{14}\,\mathrm{m^{-2}}$. Evaluate the chain for $m=0.5\,m_e$, where $m_e$ is the electron mass, and then vary $m$.}

\textbf{Solution.} These are round model parameters. The density of states is $D=1.304\times10^{37}\,\mathrm{J^{-1}m^{-2}}$, so $U_0=-1/D=-7.67\times10^{-38}\,\mathrm{J\,m^2}$. The two wave numbers give
\begin{equation}
s=\frac{2(7.927\times10^7)}{4.724\times10^9}=0.0336 .
\end{equation}
In the full-screening limit $\tau_\infty=4.38\times10^{-12}\,\mathrm s$, and
\begin{equation}
\mu_\infty=\frac{4(1.602\times10^{-19})}{2\pi(6.626\times10^{-34})(10^{14})}
=1.54\,\mathrm{m^2V^{-1}s^{-1}},
\end{equation}
or $1.54\times10^4\,\mathrm{cm^2V^{-1}s^{-1}}$.

At this mass $F=0.945$. The reduction $1-F=0.055$ lies just below its bound of $0.057$. The following mobilities come from solving the Boltzmann equation on a discretized Fermi circle with $U(q)$ from part (b).

\begin{center}
\begin{tabular}{cccc}
$m/m_e$ & $s$ & $\mu$ ($\mathrm{m^2V^{-1}s^{-1}}$) & $\mu/\mu_\infty$\\
0.005 & 3.36 & 20.4 & 13.3\\
0.05 & 0.336 & 2.52 & 1.64\\
0.5 & 0.0336 & 1.63 & 1.058\\
1 & 0.0168 & 1.58 & 1.029\\
2 & 0.0084 & 1.56 & 1.014\\
5 & 0.0034 & 1.55 & 1.006
\end{tabular}
\end{center}

From $0.5\,m_e$ to $5\,m_e$ the mass grows tenfold and the mobility falls by about 5\%. From $0.005\,m_e$ to $0.05\,m_e$ the same tenfold change lowers it by a factor of about 8. That is still far from the factor of 100 of the unscreened limit, because $s$ is not large there.

Three conditions can be read from the numbers. At $0.5\,m_e$ the Fermi temperature is $5.6\,\mathrm K$, so the degenerate formula needs a temperature well below this. The table is for zero temperature. Thermal smearing weakens the response near $2k_F$, which strengthens the screened potential and lowers the mobility when screening is strong: at $0.5\,m_e$ the drop is about 11\% at one twentieth of the Fermi temperature and about 20\% at one tenth. The Boltzmann equation also needs a mean free path $\ell=v_F\tau$ much longer than $1/k_F$. In the full-screening limit
\begin{equation}
k_F\ell=\frac{\hbar k_F^2\tau_\infty}{m}=\frac{\hbar k_F^2\mu_\infty}{e}
=\hbar\,\frac{4\pi n}{g}\,\frac{g^2}{2\pi hZ^2n_i}
=\frac{gn}{\pi Z^2n_i},
\end{equation}
which is $6.4$ here, a moderate margin. If the impurities supplied all the carriers, $n=Zn_i$, the result would be $g/(\pi Z)$. For $g=2$ and $Z=1$ this is below 1, and the description would fail.

The third condition concerns the random phase approximation. Take $r_0=1/\sqrt{\pi n}$ as the typical distance between electrons. With $E_F=n/D$, the ratio of their Coulomb energy to the Fermi energy is
\begin{equation}
\frac{e^2}{4\pi\varepsilon r_0E_F}=\frac{q_{TF}}{2\sqrt{\pi n}}=\frac{q_{TF}}{\sqrt g\,k_F}=\frac{2}{\sqrt g\,s},
\end{equation}
which is about 42 at $0.5\,m_e$. At $g=2$ strong screening thus goes together with strong interactions between the electrons, for which the random phase approximation is not controlled. For $g=2$ this ratio is the usual parameter $r_s$. Quantum Monte Carlo calculations place the crystallization of a clean layer at $r_s$ between about 30 and 40, so from $0.5\,m_e$ upward even the uniform electron liquid assumed here is doubtful. Linear screening is a further assumption. Since $\delta n(q)$ stays close to $Z$ up to $2k_F$ and falls off only at several $k_F$, the screening charge is tightly concentrated. At $0.5\,m_e$, with $g=2$ and $Z=1$, about 90\% of it lies within $0.5/k_F$ of the impurity, and its density at the impurity is about $30n$, far outside linear response. The table shows what the stated model gives and is not a prediction for a real layer.

\section*{(f) Is the Born approximation accurate?}

\textit{Express the rate for a short-range potential through its $s$-wave phase shift $\delta_0$. Compare it with the Born rate, and decide what happens to the mass independence.}

\textbf{Solution.} The isotropic part $J_0(kr)$ of an incident plane wave becomes $e^{i\delta_0}(\cos\delta_0J_0-\sin\delta_0Y_0)$ outside the potential. Subtracting $J_0$ leaves the scattered wave $i e^{i\delta_0}\sin\delta_0\,(J_0+iY_0)$. At large $r$, $|J_0+iY_0|^2\to2/(\pi kr)$, so the cross-section, which is a length in two dimensions, is
\begin{equation}
2\pi r\,\sin^2\delta_0\,\frac{2}{\pi kr}=\frac4k\sin^2\delta_0 .
\end{equation}
The scattering is isotropic, so the weight $1-\cos\theta$ averages to 1. Multiplying by $n_i\hbar k/m$,
\begin{equation}
\frac1\tau=\frac{4\hbar n_i}{m}\sin^2\delta_0 .
\end{equation}
This equals the Born rate of part (c) if $\sin\delta_0$ is replaced by $\delta_B=\pi Z/g$. The first-order phase is independent of mass, but for $g=2$, $Z=1$ it is $\pi/2$, which is not small.

A solvable comparison is an attractive disc of radius $R=1/q_{TF}$ with integrated strength $|U_0|$. Its depth is $|U_0|/(\pi R^2)$, so the inner wave number $k_1$ satisfies $(k_1R)^2=(kR)^2+4Z/g$. Let $B=k_1RJ_1(k_1R)/J_0(k_1R)$. Matching the logarithmic derivative at $R$ for $kR\ll1$, with $Y_0(x)\simeq(2/\pi)[\ln(x/2)+\gamma]$ and $Y_1(x)\simeq-2/(\pi x)$, gives
\begin{equation}
\cot\delta_0\simeq\frac2\pi\left[\frac1B+\ln\frac{kR}{2}+\gamma\right],
\end{equation}
where $\gamma\simeq0.577$ is Euler's constant. For small $Z/g$, $B\simeq2Z/g$, and the first term alone returns $\delta_0\simeq\pi Z/g$. For the disc, Born accuracy therefore requires small $Z/g$ and also small $(2Z/g)\ln(q_{TF}/k_F)$. At fixed $g$ the second condition eventually fails as $s\to0$: for this disc, $\mu_\infty$ is the limit of the Born result, not of the full scattering problem.

With $k_FR=0.0168$ held fixed, the exact $s$-wave rate divided by the Born rate is $1.09$ for $g=200$, $3.0$ for $g=20$ and $0.069$ for $g=2$. The formula explains this sequence. The logarithm plus $\gamma$ is about $-4.2$. At $g=20$, $B\simeq0.103$, and the logarithm reduces $1/B\simeq9.7$ to about $5.5$. Then $\cot\delta_0\simeq3.53$ and $\sin^2\delta_0=1/(1+\cot^2\delta_0)\simeq0.074$, three times $\delta_B^2\simeq0.025$. At $g=2$, $B>(k_1R)^2/2\simeq1$, so the bracket is negative: the phase has passed $\pi/2$, and $\sin^2\delta_0$ is falling again. The logarithm contains $q_{TF}\propto m$, so beyond Born the disc mobility acquires a mass dependence.

The disc understates the failure for the screened impurity itself. Beyond first order the electron passes through intermediate states with $q>2k_F$, where part (a) gives $\chi\simeq2Dk_F^2/q^2$ at large $q$ and hence $U/U_0\simeq q_{TF}/(q+2q_{TF}k_F^2/q^2)$. This peaks at $q^3=4q_{TF}k_F^2$; for $q_{TF}/k_F=60$ the peak is about $6|U_0|$ near $q=6k_F$. The second-order amplitude relative to the first is about $(2Z/g)\int (U/U_0)^2dq/q\simeq0.5\,(Z/g)(q_{TF}/k_F)^{4/3}$, a power rather than a logarithm, and about $120\,Z/g$ here. With this potential held fixed, the exact transport rate divided by the fully screened Born rate is about $2.7$ for $g=200$, $29$ for $g=20$ and $0.36$ for $g=2$.

A self-consistent potential must instead hold the right screening charge. In a large circle of radius $L$, the $s$-wave levels obey $kL+\delta_0=\text{const}+\pi N$ with integer $N$, so the potential adds $\delta_0(k_F)/\pi$ states below the Fermi level per species, bound states included. If only the $s$ wave scatters, neutrality requires $g\delta_0/\pi=Z$. This is the Friedel sum rule, and it fixes $\delta_0=\pi Z/g$. Then
\begin{equation}
\mu=\frac{e}{4\hbar n_i\sin^2(\pi Z/g)},
\end{equation}
which is again independent of mass. When $Z/g$ is an integer the $s$-wave rate vanishes and the formula diverges; the neglected partial waves then set the mobility. For $g=2$, $Z=1$ the rate is $4/\pi^2=0.405$ of the Born rate, so this model raises the mobility by a factor of about $2.5$. The condition that only the $s$ wave scatters is an assumption here, not a consequence of strong screening. The numerical output gives the mobilities tabulated in part (e) and the disc and Friedel rate ratios quoted in part (f).

\section*{Computed values}
\begin{verbatim}
Degeneracy g = 2; impurity charge number Z = 1
Relative permittivity = 4.0
Electron density = 1.000e+15 m^-2
Impurity density = 1.000e+14 m^-2
Reference mass = 0.500 electron masses
Density of states D = 1.30364e+37 J^-1 m^-2
Fermi wave number = 7.92665e+07 m^-1
Fermi energy = 0.4788 meV
Fermi temperature = 5.556 K
Thomas-Fermi wave number = 4.72432e+09 m^-1
Screening ratio s = 0.033557
Fully screened potential U0 = -7.67084e-38 J m^2
Fully screened scattering rate = 2.28516e+11 s^-1
Fully screened relaxation time = 4.37606e-12 s
Fully screened mobility = 1.53934 m^2/(V s)
Same mobility = 15393.4 cm^2/(V s)
Fully screened k_F times mean free path = 6.3662
Screening integral F at reference mass = 0.945467
Upper bound on 1-F at reference mass = 0.056968
Response/D at q = k_F, T = 0.05 T_F: 0.9999999
Response/D at q = 3 k_F, T = 0.05 T_F: 0.255138
Boltzmann: mass/m_e, s, mobility in m^2/(V s), mobility/full
  0.005  3.355684  20.43279  13.27374
  0.050  0.335568  2.52425  1.63983
  0.500  0.033557  1.62813  1.05768
  1.000  0.016778  1.58346  1.02866
  2.000  0.008389  1.56133  1.01429
  5.000  0.003356  1.54812  1.00570
F s^2/2 at s = 10000: 0.998803
Disc radius times k_F = 0.016778
Disc: g, exact s-wave rate / Born rate
  2  0.06868
  20  3.01070
  200  1.09494
  20000  1.00075
Friedel s-wave rate / Born rate, g = 2: 0.40528
\end{verbatim}
